# Why a perfect channel has two-terminal resistance but no four-terminal resistance: a program that tests the result

```python
"""Result under test: a perfectly transmitting spin-degenerate channel has
two-terminal resistance R0 = h/(2 e^2), while two weak voltage probes on the
channel read the same potential, so the four-terminal resistance R4 is zero.
Symbols: g = probability that a passing electron enters a probe (lowest order),
k = Fermi wave number, d = probe spacing, T = transmission of the channel,
reading = probe potential as a fraction of the bias (1 = left, 0 = right).
Lattice energies are in meV and lengths in nm.  Resistances returned by the
functions are in units of R0."""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.integrate import trapezoid
from scipy.special import expit
from scipy.constants import h, hbar, e, k as k_boltzmann, m_e

R0 = h / (2 * e**2)

# ---- rough typical values for a GaAs quantum wire ----
mass_ratio = 0.067
density = 0.1            # electrons per nm
subband_spacing = 20.0   # meV
temperature = 4.2        # K
bias = 1e-4              # V
backscatter_length = 10000.0  # nm
probe_spacing = 1000.0   # nm
g_example = 0.01
k_fermi = np.pi * density / 2
kinetic = hbar**2 / (2 * mass_ratio * m_e) / e * 1e21   # meV nm^2
fermi_energy = kinetic * k_fermi**2

# ---- current and heat from a k-space integral, for two masses ----
mu = fermi_energy * 1e-3 * e
thermal = k_boltzmann * temperature
mu_left, mu_right = mu + e * bias / 2, mu - e * bias / 2
for ratio in (0.19, mass_ratio):
    mass = ratio * m_e
    k_grid = np.linspace(0, np.sqrt(2 * mass * (mu + 40 * thermal)) / hbar, 200001)
    energy_k = (hbar * k_grid)**2 / (2 * mass)
    occupation_gap = (expit((mu_left - energy_k) / thermal)
                      - expit((mu_right - energy_k) / thermal))
    flow = 2 * hbar * k_grid / mass * occupation_gap / (2 * np.pi)
    current = e * trapezoid(flow, k_grid)
    heat_right = trapezoid(flow * (energy_k - mu_right), k_grid)
    heat_left = trapezoid(flow * (mu_left - energy_k), k_grid)
    assert abs(bias / current / R0 - 1) < 1e-6
    assert abs(heat_right / (current * bias) - 0.5) < 1e-5
    assert abs(heat_left / (current * bias) - 0.5) < 1e-5

# ---- one-dimensional lattice wire with point probes ----
spacing = 2.0
hop = kinetic / spacing**2
phase_step = k_fermi * spacing
lattice_energy = 2 * hop * (1 - np.cos(phase_step))
lead_width = 2 * hop * np.sin(phase_step)   # hbar * velocity / spacing


def wire_green(potential, probe_sites=(), coupling=0.0):
    """Retarded Green function; each probe has broadening coupling*lead_width."""
    n = len(potential)
    matrix = np.diag(lattice_energy - 2 * hop - potential).astype(complex)
    matrix += hop * (np.eye(n, k=1) + np.eye(n, k=-1))
    for end in (0, n - 1):
        matrix[end, end] += hop * np.exp(1j * phase_step)
    for site in probe_sites:
        matrix[site, site] += 0.5j * coupling * lead_width
    return np.linalg.inv(matrix)


def four_terminal(separation, coupling):
    """Solve the zero-current conditions at both probes; return R4, R2."""
    n = separation + 11
    probes = (5, 5 + separation)
    green = wire_green(np.zeros(n), probes, coupling)
    sites = [0, n - 1, *probes]
    widths = lead_width * np.array([1, 1, coupling, coupling])
    trans = np.outer(widths, widths) * abs(green[np.ix_(sites, sites)])**2
    np.fill_diagonal(trans, 0)
    conductance = np.diag(trans.sum(axis=1)) - trans
    probe_mu = np.linalg.solve(conductance[2:, 2:], -conductance[2:, 0])
    flow_in = conductance[0] @ np.array([1, 0, *probe_mu])
    return (probe_mu[0] - probe_mu[1]) / flow_in, 1 / flow_in


sites_apart = round(probe_spacing / spacing)
scan = []
for separation in range(sites_apart, sites_apart + 10):
    r4, r2 = four_terminal(separation, g_example)
    predicted = g_example * np.sin(phase_step * separation)**2
    assert abs(r4 - predicted) < 2 * g_example**2   # next order in g
    assert abs(r2 - 1 - g_example) < 2 * g_example**2
    scan.append((r4, r2))
scan = np.array(scan)
worst = int(np.argmax(scan[:, 0]))
g_values = (0.1, 0.01, 0.001)
r4_by_g = [four_terminal(sites_apart + worst, g)[0] for g in g_values]
assert r4_by_g[0] > r4_by_g[1] > r4_by_g[2] > 0
assert abs(r4_by_g[2] / g_values[2] - 1) < 0.01

# ---- weak probes: time reversal makes the couplings to both movers equal ----
clean = wire_green(np.zeros(61))
from_left, from_right = clean[:, 0], clean[:, -1]
clean_reading = abs(from_left)**2 / (abs(from_left)**2 + abs(from_right)**2)
assert np.max(abs(clean_reading - 0.5)) < 1e-9
rng = np.random.default_rng(1)
for _ in range(5):
    real_probe = np.zeros(61)
    real_probe[20:30] = rng.normal(size=10)
    strengths = abs(real_probe @ from_left)**2, abs(real_probe @ from_right)**2
    assert abs(strengths[0] - strengths[1]) < 1e-9 * sum(strengths)
phased_probe = np.zeros(61, complex)
phased_probe[20], phased_probe[25] = 1, 1j   # quarter wavelength apart
strengths = abs(phased_probe @ from_left)**2, abs(phased_probe @ from_right)**2
phased_reading = strengths[0] / sum(strengths)
assert abs(phased_reading - 0.5) > 0.49

# ---- a barrier: fringe-averaged and point-probe resistances ----
for strength in (0.5, 2.0, 1.0):
    barrier = np.zeros(61)
    barrier[30] = strength * lead_width
    green = wire_green(barrier)
    left, right = abs(green[:, 0])**2, abs(green[:, -1])**2
    barrier_trans = lead_width**2 * left[-1]
    before, after = slice(5, 15), slice(45, 55)   # one whole fringe each
    average = [left[s].sum() / (left[s] + right[s]).sum() for s in (before, after)]
    barrier_r4 = (average[0] - average[1]) / barrier_trans
    assert abs(barrier_r4 - (1 - barrier_trans) / barrier_trans) < 1e-8
    assert abs(1 / barrier_trans - barrier_r4 - 1) < 1e-8
point = left / (left + right)
point_low = (point[before].min() - point[after].max()) / barrier_trans
point_high = (point[before].max() - point[after].min()) / barrier_trans
assert point_low < 0 < point_high


# ---- incoherent chain: potentials of right and left movers ----
def mover_chain(reflections):
    """Return probe readings at every element and the current."""
    n = len(reflections)
    matrix, source = np.zeros((2 * n + 2, 2 * n + 2)), np.zeros(2 * n + 2)
    matrix[0, 0], source[0] = 1, 1      # right movers enter at potential 1
    matrix[1, 2 * n + 1] = 1            # left movers enter at potential 0
    for i, refl in enumerate(reflections):
        right_in, right_out, left_out, left_in = i, i + 1, n + 1 + i, n + 2 + i
        matrix[2 + 2 * i, [right_out, right_in, left_in]] = 1, refl - 1, -refl
        matrix[3 + 2 * i, [left_out, left_in, right_in]] = 1, refl - 1, -refl
    movers = np.linalg.solve(matrix, source)
    right_mu, left_mu = movers[:n + 1], movers[n + 1:]
    return (right_mu[:-1] + left_mu[1:]) / 2, right_mu[0] - left_mu[0]


for absorbed in (0.01, 0.3, 1.0):       # a probe re-emits half each way
    readings, flow_in = mover_chain([absorbed / 2] * 2)
    strong_r4, strong_r2 = (readings[0] - readings[1]) / flow_in, 1 / flow_in
    assert abs(strong_r4 - absorbed / (2 - absorbed)) < 1e-10
    assert abs(strong_r2 - (2 + absorbed) / (2 - absorbed)) < 1e-10
pieces = 100
piece_reflection = probe_spacing / backscatter_length / pieces
readings, flow_in = mover_chain([0] + [piece_reflection] * pieces + [0])
disorder_r4 = (readings[0] - readings[-1]) / flow_in
# finite pieces leave a relative error of about piece_reflection = 0.001
assert abs(disorder_r4 / (probe_spacing / backscatter_length) - 1) < 2e-3


# ---- two-dimensional wire that widens smoothly into its contacts ----
def widening_wire(width, cell=4.0, flat=40, ramp=60, plateau=50):
    """Return open contact modes, transmission, densities injected from each side."""
    t = kinetic / cell**2
    energy = fermi_energy + subband_spacing / 2
    rise = np.sin(np.linspace(0, np.pi / 2, ramp))**2
    shape = np.concatenate([np.zeros(flat), rise, np.ones(plateau),
                            rise[::-1], np.zeros(flat)])
    length = len(shape)
    y = (np.arange(width) - (width - 1) / 2) * cell
    confinement = subband_spacing**2 / (4 * kinetic) * np.outer(shape**2, y**2)

    def neighbours(n):
        return sp.diags([np.ones(n - 1), np.ones(n - 1)], [-1, 1])

    matrix = sp.diags(energy - 4 * t - confinement.ravel()) + t * (
        sp.kron(neighbours(length), sp.identity(width))
        + sp.kron(sp.identity(length), neighbours(width)))
    index = np.arange(1, width + 1)
    modes = np.sqrt(2 / (width + 1)) * np.sin(
        np.pi * np.outer(index, index) / (width + 1))
    transverse = 2 * t * (1 - np.cos(np.pi * index / (width + 1)))
    cosine = 1 - (energy - transverse) / (2 * t)
    root = np.sqrt(cosine**2 - 1 + 0j)
    factor = np.where(cosine < 1, cosine + root, cosine - root)
    ends = sp.csr_matrix(([1.0, 1.0], ([0, length - 1], [0, length - 1])),
                         shape=(length, length))
    matrix = matrix + sp.kron(ends, sp.csr_matrix(t * (modes * factor) @ modes.T))
    is_open = abs(cosine) < 1
    inject = modes[:, is_open] * np.sqrt(2 * t * np.sqrt(1 - cosine[is_open]**2))
    count = int(is_open.sum())
    source = np.zeros((length * width, 2 * count), complex)
    source[:width, :count] = inject
    source[-width:, count:] = inject
    waves = splu(matrix.tocsc()).solve(source)
    trans = np.sum(abs(inject.T @ waves[-width:, :count])**2)
    dens = (abs(waves)**2).reshape(length, width, 2 * count).sum(axis=1)
    return count, trans, dens[:, :count].sum(axis=1), dens[:, count:].sum(axis=1)


wide_results = []
for width in (23, 53):
    count, trans, left, right = widening_wire(width)
    profile = left / (left + right)
    inner = profile[115:135]            # middle of the narrow part
    outer = [left[s].sum() / (left[s] + right[s]).sum()
             for s in (slice(0, 40), slice(-40, None))]
    drop = outer[0] - outer[1]
    assert abs(trans - 1) < 1e-3
    assert np.ptp(inner) < 0.02 and abs(inner.mean() - 0.5) < 0.01
    assert 0.3 / count < 1 - drop < 1.5 / count
    wide_results.append((4.0 * (width + 1), count, trans, outer[0], inner[0],
                         inner[-1], outer[1], drop))
assert wide_results[1][-1] > wide_results[0][-1]

# ---- thermal occupation of higher subbands at fixed chemical potential ----
bottoms = subband_spacing * np.arange(8)
thermal_r2 = {}
for kelvin in (temperature, 77.0):
    width_t = k_boltzmann * kelvin / e * 1e3
    by_formula = expit((fermi_energy - bottoms) / width_t).sum()
    grid = np.linspace(0, 400, 400001)
    filled = expit((fermi_energy - grid) / width_t)
    open_count = np.floor(grid / subband_spacing + 1e-9) + 1
    by_integral = trapezoid(open_count * filled * (1 - filled) / width_t, grid)
    assert abs(by_formula - by_integral) < 1e-3
    thermal_r2[kelvin] = R0 / by_formula

# ---- output ----
print(f"R0 = h/2e^2: {R0:.3f} ohm = {R0/1e3:.4f} kohm")
print(f"half of R0, one contact: {R0/2e3:.4f} kohm")
print(f"effective mass: {mass_ratio} m_e; density: {density*1e3:.0f} per um")
print(f"Fermi wave number: {k_fermi:.4f} 1/nm; wavelength: {2*np.pi/k_fermi:.1f} nm")
print(f"Fermi energy above subband bottom: {fermi_energy:.2f} meV")
print(f"subband spacing: {subband_spacing:.1f} meV")
print(f"gap to next subband: {subband_spacing-fermi_energy:.2f} meV")
print(f"temperature: {temperature} K; kT: {thermal/e*1e3:.3f} meV")
print(f"bias: {bias*1e3:.2f} mV; current by k integral: {current*1e9:.3f} nA")
print(f"two-terminal R by k integral: {bias/current/1e3:.4f} kohm")
print(f"total heat: {current*bias*1e12:.4f} pW")
print(f"heat in left, right reservoir: {heat_left*1e12:.4f}, {heat_right*1e12:.4f} pW")
print(f"weak-probe reading, perfect wire: {clean_reading.mean():.4f} of bias")
print(f"spread of that reading along wire: {np.ptp(clean_reading):.1e} of bias")
print(f"reading of phased (directional) probe: {phased_reading:.4f} of bias")
print(f"probe coupling g in example: {g_example}")
for shift in (0, worst):
    print(f"probes {(sites_apart+shift)*spacing:.0f} nm apart: "
          f"R4 = {abs(scan[shift,0])*R0:.2f} ohm, R2 = {scan[shift,1]*R0/1e3:.4f} kohm")
print(f"R4 averaged over ten spacings: {scan[:,0].mean()*R0:.2f} ohm")
for g, value in zip(g_values, r4_by_g):
    print(f"largest-R4 spacing, g = {g}: R4 = {value*R0:.2f} ohm")
print(f"fully absorbing probes: R4 = {strong_r4*R0/1e3:.3f} kohm, "
      f"R2 = {strong_r2*R0/1e3:.3f} kohm")
print(f"barrier transmission: {barrier_trans:.4f}")
print(f"barrier R2: {R0/barrier_trans/1e3:.3f} kohm")
print(f"barrier R4, fringe-averaged: {barrier_r4*R0/1e3:.3f} kohm")
print(f"barrier R4, point probes: {point_low*R0/1e3:.2f} to {point_high*R0/1e3:.2f} kohm")
for size, count, trans, a, b, c, d, drop in wide_results:
    print(f"contact width {size:.0f} nm: {count} modes, transmission {trans:.5f}")
    print(f"  readings, left contact to right: {a:.4f} {b:.4f} {c:.4f} {d:.4f} of bias")
    print(f"  R4 with probes in contacts: {drop*R0/trans/1e3:.3f} kohm")
print(f"backscattering length: {backscatter_length/1e3:.0f} um; "
      f"probe spacing: {probe_spacing/1e3:.0f} um")
print(f"R4 from residual backscattering: {disorder_r4*R0/1e3:.3f} kohm")
for kelvin, value in thermal_r2.items():
    print(f"two-terminal R with thermal subbands at {kelvin} K: {value/1e3:.4f} kohm")
print("PASS")
```

Running it gives:

```
R0 = h/2e^2: 12906.404 ohm = 12.9064 kohm
half of R0, one contact: 6.4532 kohm
effective mass: 0.067 m_e; density: 100 per um
Fermi wave number: 0.1571 1/nm; wavelength: 40.0 nm
Fermi energy above subband bottom: 14.03 meV
subband spacing: 20.0 meV
gap to next subband: 5.97 meV
temperature: 4.2 K; kT: 0.362 meV
bias: 0.10 mV; current by k integral: 7.748 nA
two-terminal R by k integral: 12.9064 kohm
total heat: 0.7748 pW
heat in left, right reservoir: 0.3874, 0.3874 pW
weak-probe reading, perfect wire: 0.5000 of bias
spread of that reading along wire: 4.8e-15 of bias
reading of phased (directional) probe: 0.0000 of bias
probe coupling g in example: 0.01
probes 1000 nm apart: R4 = 0.00 ohm, R2 = 13.0355 kohm
probes 1010 nm apart: R4 = 128.43 ohm, R2 = 13.0355 kohm
R4 averaged over ten spacings: 64.37 ohm
largest-R4 spacing, g = 0.1: R4 = 1237.57 ohm
largest-R4 spacing, g = 0.01: R4 = 128.43 ohm
largest-R4 spacing, g = 0.001: R4 = 12.90 ohm
fully absorbing probes: R4 = 12.906 kohm, R2 = 38.719 kohm
barrier transmission: 0.5000
barrier R2: 25.813 kohm
barrier R4, fringe-averaged: 12.906 kohm
barrier R4, point probes: -16.98 to 18.21 kohm
contact width 96 nm: 6 modes, transmission 1.00000
  readings, left contact to right: 0.9395 0.5000 0.5000 0.0605 of bias
  R4 with probes in contacts: 11.344 kohm
contact width 216 nm: 14 modes, transmission 1.00000
  readings, left contact to right: 0.9741 0.5000 0.5000 0.0259 of bias
  R4 with probes in contacts: 12.238 kohm
backscattering length: 10 um; probe spacing: 1 um
R4 from residual backscattering: 1.292 kohm
two-terminal R with thermal subbands at 4.2 K: 12.9064 kohm
two-terminal R with thermal subbands at 77.0 K: 10.7370 kohm
PASS
```
